# How a 5 K Error Near 800 K Changes a Desorption Rate: a program that tests the result

```python
# Result under test: if a temperature T + d is used in place of the true T,
# the desorption rate r = nu * theta**n * exp(-E/(kB*T)), at fixed coverage
# theta, order n, prefactor nu and barrier E, is multiplied by
#     R = exp(E*d / (kB*T*(T+d))).
# For E = 2.5 eV, T = 800 K this is about +25 % for d = +5 K
# and about -20 % for d = -5 K.
# Example: hydrogen on Si(100), with rough typical parameters.
# Energies are in eV, temperatures in K, times in s, coverage in monolayers (ML).
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

kB = const.k / const.e
barrier = 2.5
prefactor = 1.0e15
T_true = 800.0
dT = 5.0
coverage = 0.5
lattice_nm = 0.543
pair_energy = 0.25
barrier_wavenumber = 1000.0   # cm^-1, trial value for sizing tunnelling


def rate_constant(T, E=barrier):
    return prefactor * np.exp(-E / (kB * T))


def ratio_formula(d, E=barrier, T=T_true):
    return np.exp(E * d / (kB * T * (T + d)))


k_true = rate_constant(T_true)
k_hot = rate_constant(T_true + dT)
k_cold = rate_constant(T_true - dT)
R_hot = ratio_formula(dT)
R_cold = ratio_formula(-dT)

# Direct rates and the integrated logarithmic slope against the closed form.
for d, k_used in ((dT, k_hot), (-dT, k_cold)):
    integral = quad(lambda T: barrier / (kB * T**2), T_true, T_true + d)[0]
    assert abs(np.log(k_used / k_true) - np.log(ratio_formula(d))) < 1e-11
    assert abs(integral - np.log(k_used / k_true)) < 1e-11
assert abs(R_hot - 1.25) < 0.01
assert abs(R_cold - 0.80) < 0.01

# Second-order expansion, checked by symbolic differentiation.
b, T, d = sp.symbols("b T d", positive=True)
symbolic_ratio = sp.exp(b / T - b / (T + d))
first = sp.diff(symbolic_ratio, d).subs(d, 0)
second = sp.diff(symbolic_ratio, d, 2).subs(d, 0) / 2
assert sp.simplify(first - b / T**2) == 0
assert sp.simplify(second - (b**2 / (2 * T**4) - b / T**3)) == 0
s = barrier * dT / (kB * T_true**2)
R_second = 1 + s + s**2 / 2 - s * dT / T_true
R_second_cold = 1 - s + s**2 / 2 - s * dT / T_true
assert abs(R_second - R_hot) < s**3
assert abs(R_second_cold - R_cold) < s**3


# Simulated traces: time to fall between the same two coverages.
def time_to_coverage(k, order, target=0.3):
    def reached(t, y):
        return y[0] - target
    reached.terminal = True
    sol = solve_ivp(lambda t, y: -k * y**order, (0, 50), [coverage],
                    events=reached, rtol=1e-10, atol=1e-12, max_step=0.05)
    return sol.t_events[0][0]


for order in (1, 2):
    time_ratio = time_to_coverage(k_true, order) / time_to_coverage(k_hot, order)
    assert abs(time_ratio - R_hot) < 1e-6

# Temperature tolerance for a rate ten percent too high.
u = kB * T_true * np.log(1.1) / barrier
tolerance_K = T_true * u / (1 - u)
root_K = brentq(lambda x: rate_constant(T_true + x) / k_true - 1.1, 0, 20)
assert abs(root_K - tolerance_K) < 1e-8

# Comparison at equal time instead of equal coverage, first-order decay.
times = np.array([1.0, 5.0, 10.0])


def decay_rate(k):
    sol = solve_ivp(lambda t, y: -k * y, (0, times[-1]), [coverage],
                    t_eval=times, rtol=1e-11, atol=1e-13, max_step=0.05)
    return k * sol.y[0]


equal_time_ratio = decay_rate(k_hot) / decay_rate(k_true)
equal_time_formula = np.log(R_hot) - (k_hot - k_true) * times
assert np.max(np.abs(np.log(equal_time_ratio) - equal_time_formula)) < 1e-7
crossing_time = np.log(R_hot) / (k_hot - k_true)
assert equal_time_ratio[0] > 1 > equal_time_ratio[2]


# Steady growth: fixed supply A*(1-theta)**2 balances k*theta.
def steady_rate(k, supply):
    th = brentq(lambda x: supply * (1 - x)**2 - k * x, 0, 1,
                xtol=1e-15, rtol=1e-14)
    return k * th


steady = []
for th in (0.1, 0.5, 0.9):
    supply = k_true * th / (1 - th)**2
    h = 1e-4
    slope = np.log(steady_rate(k_true * np.exp(h), supply)
                   / steady_rate(k_true * np.exp(-h), supply)) / (2 * h)
    response = 2 * th / (1 + th)
    assert abs(slope - response) < 1e-6
    change = steady_rate(k_hot, supply) / steady_rate(k_true, supply) - 1
    steady.append((th, response, change))


# Pairing on dimers: statistical weights 1, 2z, K*z**2 for 0, 1, 2 atoms.
def paired_fraction(th, K):
    def excess(z):
        return (z + K * z**2) / (1 + 2 * z + K * z**2) - th
    z = brentq(excess, 0, 1e3, xtol=1e-15, rtol=1e-14)
    return K * z**2 / (1 + 2 * z + K * z**2)


K_true = np.exp(pair_energy / (kB * T_true))
K_hot = np.exp(pair_energy / (kB * (T_true + dT)))
pairing = []
for th in (0.01, 0.1, 0.5, 0.9):
    x = paired_fraction(th, K_true)
    left, right = x * (1 - 2 * th + x), K_true * (th - x)**2
    assert abs(left / right - 1) < 1e-8
    h = 1e-3
    slope = np.log(paired_fraction(th, K_true * np.exp(h))
                   / paired_fraction(th, K_true * np.exp(-h))) / (2 * h)
    formula = 1 / (1 + x / (1 - 2 * th + x) + 2 * x / (th - x))
    assert abs(slope - formula) < 1e-5 and 0 < slope < 1
    change = R_hot * paired_fraction(th, K_hot) / x - 1
    pairing.append((th, x, formula, change))
pair_limit = ratio_formula(dT, barrier - pair_energy) - 1
assert all(pair_limit < row[3] < R_hot - 1 for row in pairing)
# The limit must really be approached when the surface is almost empty.
x_dilute = paired_fraction(1e-5, K_true)
dilute_change = R_hot * paired_fraction(1e-5, K_hot) / x_dilute - 1
assert abs(dilute_change - pair_limit) < 1e-4


# Temperature dependence of a tunnelling factor.
def wigner(T):
    x = const.h * const.c * 100 * barrier_wavenumber / (const.k * T)
    return 1 + x**2 / 24


tunnel_change = wigner(T_true + dT) / wigner(T_true) - 1
linear_prefactor_change = (T_true + dT) / T_true - 1
barrier_factor = rate_constant(T_true, barrier - 0.1) / k_true
site_density = 2 / (lattice_nm * 1e-7)**2

print(f"Barrier E = {barrier:.2f} eV; prefactor = {prefactor:.1e} 1/s")
print(f"True temperature = {T_true:.0f} K; error = {dT:.0f} K")
print(f"Coverage = {coverage:.2f} ML; lattice constant = {lattice_nm:.3f} nm")
print(f"kB = {kB:.6e} eV/K; kB*T = {kB*T_true:.5f} eV")
print(f"E/(kB*T) = {barrier/(kB*T_true):.2f}; d/T = {dT/T_true:.5f}")
print(f"Log slope E/(kB*T^2) = {100*s/dT:.2f} % per K")
print(f"Linear estimate s = {100*s:.2f} %")
print(f"Curvature s^2/2 = {50*s*s:.2f} %; s*d/T = {100*s*dT/T_true:.2f} %")
print(f"Second-order estimate, +5 K: {100*(R_second-1):+.2f} %")
print(f"Second-order estimate, -5 K: {100*(R_second_cold-1):+.2f} %")
print(f"ln R: +5 K {np.log(R_hot):.4f}; -5 K {np.log(R_cold):.4f}")
print(f"Full formula, +5 K: R = {R_hot:.4f}, error {100*(R_hot-1):+.2f} %")
print(f"Full formula, -5 K: R = {R_cold:.4f}, error {100*(R_cold-1):+.2f} %")
for label, k in (("795 K", k_cold), ("800 K", k_true), ("805 K", k_hot)):
    print(f"{label}: k = {k:.4f} 1/s; rate = {k*coverage:.4f} ML/s")
print(f"Site density = {site_density:.3e} 1/cm^2")
print(f"Rate at 800 K = {k_true*coverage*site_density:.3e} atoms/(cm^2 s)")
print(f"Temperature error for +10 % in rate = {tolerance_K:.2f} K")
for t, q in zip(times, equal_time_ratio):
    print(f"Equal time {t:.0f} s: rate change for +5 K {100*(q-1):+.2f} %")
print(f"Equal-time sign reversal at {crossing_time:.2f} s")
for th, response, change in steady:
    print(f"Steady growth, theta {th:.1f} ML: response {response:.3f}, "
          f"change {100*change:+.2f} %")
print(f"Pair energy = {pair_energy:.2f} eV; K at 800 K = {K_true:.2f}")
for th, x, response, change in pairing:
    print(f"Pairing, theta {th:.2f} ML: x {x:.4f}, dlnx/dlnK {response:.3f}, "
          f"change {100*change:+.2f} %")
print(f"Pairing, empty-surface limit: change {100*pair_limit:+.2f} %")
print(f"Prefactor proportional to T: factor changes "
      f"{100*linear_prefactor_change:+.3f} %")
print(f"  total change with that prefactor "
      f"{100*(R_hot*(1+linear_prefactor_change)-1):+.2f} %")
print(f"Trial barrier wavenumber = {barrier_wavenumber:.0f} 1/cm")
print(f"Wigner factor at 800 K = {wigner(T_true):.3f}; "
      f"change for +5 K {100*tunnel_change:+.3f} %")
for E in (2.4, 2.6):
    print(f"Barrier {E:.1f} eV: rate change for +5 K "
          f"{100*(ratio_formula(dT, E)-1):+.2f} %")
print(f"Barrier lower by 0.1 eV: absolute rate times {barrier_factor:.2f}")
print("tests ok")
```

Output:

```
Barrier E = 2.50 eV; prefactor = 1.0e+15 1/s
True temperature = 800 K; error = 5 K
Coverage = 0.50 ML; lattice constant = 0.543 nm
kB = 8.617333e-05 eV/K; kB*T = 0.06894 eV
E/(kB*T) = 36.26; d/T = 0.00625
Log slope E/(kB*T^2) = 4.53 % per K
Linear estimate s = 22.67 %
Curvature s^2/2 = 2.57 %; s*d/T = 0.14 %
Second-order estimate, +5 K: +25.09 %
Second-order estimate, -5 K: -20.24 %
ln R: +5 K 0.2252; -5 K -0.2281
Full formula, +5 K: R = 1.2526, error +25.26 %
Full formula, -5 K: R = 0.7961, error -20.39 %
795 K: k = 0.1418 1/s; rate = 0.0709 ML/s
800 K: k = 0.1781 1/s; rate = 0.0891 ML/s
805 K: k = 0.2231 1/s; rate = 0.1116 ML/s
Site density = 6.783e+14 1/cm^2
Rate at 800 K = 6.041e+13 atoms/(cm^2 s)
Temperature error for +10 % in rate = 2.11 K
Equal time 1 s: rate change for +5 K +19.75 %
Equal time 5 s: rate change for +5 K +0.03 %
Equal time 10 s: rate change for +5 K -20.13 %
Equal-time sign reversal at 5.01 s
Steady growth, theta 0.1 ML: response 0.182, change +3.84 %
Steady growth, theta 0.5 ML: response 0.667, change +15.76 %
Steady growth, theta 0.9 ML: response 0.947, change +23.70 %
Pair energy = 0.25 eV; K at 800 K = 37.58
Pairing, theta 0.01 ML: x 0.0023, dlnx/dlnK 0.628, change +23.50 %
Pairing, theta 0.10 ML: x 0.0622, dlnx/dlnK 0.229, change +24.61 %
Pairing, theta 0.50 ML: x 0.4299, dlnx/dlnK 0.070, change +25.06 %
Pairing, theta 0.90 ML: x 0.8622, dlnx/dlnK 0.017, change +25.22 %
Pairing, empty-surface limit: change +22.47 %
Prefactor proportional to T: factor changes +0.625 %
  total change with that prefactor +26.05 %
Trial barrier wavenumber = 1000 1/cm
Wigner factor at 800 K = 1.135; change for +5 K -0.147 %
Barrier 2.4 eV: rate change for +5 K +24.14 %
Barrier 2.6 eV: rate change for +5 K +26.40 %
Barrier lower by 0.1 eV: absolute rate times 4.27
tests ok
```
